# Chemical potential of a three-state electron ensemble and its zero-temperature limit

## Question

I am working through the Gyftopoulos–Hatsopoulos picture of electronegativity. An atom or molecule exchanges electrons with a reservoir, and three charge states are kept: cation, neutral and anion. The ionization energy of the neutral is $I$ and its electron affinity is $A$. I am supposed to find the chemical potential $\mu$ as a function of the mean electron number $\langle N\rangle$ and the temperature $T$, and then show that $\mu\to-(I+A)/2$ at neutrality as $T\to0$.

I can write down the Boltzmann weights, and they lead to a quadratic equation for $e^{\mu/kT}$. But when I fix a small excess charge and let $T\to0$, I get $-A$, and for a small deficit I get $-I$. The average of the two never appears. Where does it come from? And do the degeneracies of the three states matter?

## Answer

Both of your limits are correct, and so is the average. For $I>A$ they belong to different orders of two limits: setting the mean charge to zero first and lowering the temperature afterwards gives $-(I+A)/2$, while cooling at a fixed nonzero charge gives $-A$ or $-I$. The full function $\mu(\langle N\rangle,T)$ shows how the three values fit together.

### The ensemble

Let the neutral have $N_0$ electrons and take its energy as zero. The three levels are then

- cation: $N_0-1$ electrons, energy $+I$, degeneracy $g_+$;
- neutral: $N_0$ electrons, energy $0$, degeneracy $g_0$;
- anion: $N_0+1$ electrons, energy $-A$, degeneracy $g_-$.

An electron at rest far away has zero energy, which fixes the zero of $\mu$. I assume $I>A$ until the last section. The quantity $I-A$ is the energy needed to turn two separated neutrals into a cation and an anion.

Let $n=N-N_0$ be the excess electron number of a state and $\omega=\langle N\rangle-N_0$ its mean, with $-1<\omega<1$. Positive $\omega$ means extra electrons, hence negative charge.

In the grand canonical ensemble a level with energy $E_n$ has probability

$$p_n\propto g_n\,e^{-(E_n-\mu n)/kT}.$$

The factor $e^{-\mu N_0/kT}$ needed to replace $N$ by $n$ is common to all levels and cancels. With $\gamma_c=g_+/g_0$ and $\gamma_a=g_-/g_0$, the weights of cation and anion relative to the neutral are

$$c=\gamma_c\,e^{-(I+\mu)/kT},\qquad a=\gamma_a\,e^{(A+\mu)/kT}.$$

The neutral has weight 1, so

$$\omega=\frac{a-c}{1+a+c}. \tag{1}$$

### Why this $\mu$ is an electronegativity

Electronegativity is defined as $\chi=-\mu$, where $\mu$ is the derivative of an energy with respect to electron number. At finite temperature that energy is the Helmholtz free energy at fixed mean number,

$$F(\omega,T)=\min_{p}\sum_n p_n\left[E_n+kT\ln\frac{p_n}{g_n}\right],$$

with the constraints $\sum_n p_n=1$ and $\sum_n n\,p_n=\omega$. Introducing multipliers $\lambda$ and $\mu$ for them, the minimum satisfies

$$E_n+kT\ln\frac{p_n}{g_n}+kT=\lambda+\mu n.$$

Solving for $p_n$ returns the grand canonical probabilities above, so this multiplier is the reservoir's $\mu$. If $\omega$ now changes at fixed $T$,

$$dF=\sum_n\left[E_n+kT\ln\frac{p_n}{g_n}+kT\right]dp_n=\sum_n(\lambda+\mu n)\,dp_n=\mu\,d\omega,$$

because $\sum_n dp_n=0$ and $\sum_n n\,dp_n=d\omega$. Thus $\mu=(\partial F/\partial\langle N\rangle)_T$.

### Solving for $\mu$

It helps to measure $\mu$ from the value at which cation and anion are equally probable. Setting $a=c$ gives

$$\gamma_a e^{(A+\mu_0)/kT}=\gamma_c e^{-(I+\mu_0)/kT}
\;\Rightarrow\;
e^{2\mu_0/kT}=\frac{\gamma_c}{\gamma_a}\,e^{-(I+A)/kT},$$

and therefore

$$\mu_0=-\frac{I+A}{2}+\frac{kT}{2}\ln\frac{\gamma_c}{\gamma_a}. \tag{2}$$

Insert $\mu_0$ into $a$. The energy in the exponent is $A-(I+A)/2=-(I-A)/2$, and the prefactor is $\gamma_a\sqrt{\gamma_c/\gamma_a}=\sqrt{\gamma_a\gamma_c}$. The common value of $a$ and $c$ is therefore

$$s=\sqrt{\gamma_a\gamma_c}\;e^{-(I-A)/2kT}. \tag{3}$$

For a general $\mu$, define $y=e^{(\mu-\mu_0)/kT}$. Since $a$ grows as $e^{\mu/kT}$ and $c$ falls as $e^{-\mu/kT}$,

$$a=s\,y,\qquad c=\frac{s}{y}.$$

Multiplying (1) by its denominator gives $\omega+\omega a+\omega c=a-c$, or

$$(1-\omega)\,a-\omega-(1+\omega)\,c=0.$$

Substituting $a$ and $c$ and multiplying by $y$ gives your quadratic:

$$(1-\omega)s\,y^2-\omega y-(1+\omega)s=0.$$

The product of its roots is $-(1+\omega)/(1-\omega)$, which is negative for $-1<\omega<1$. One root is positive and one is negative, and $y$ is an exponential, so the positive root is the required one:

$$y=\frac{\omega+\sqrt{\omega^2+4s^2(1-\omega^2)}}{2s(1-\omega)}.$$

To take the logarithm neatly, set

$$z=\frac{\omega}{2s\sqrt{1-\omega^2}}.$$

Then $\omega=2s\sqrt{1-\omega^2}\,z$, and the square root equals $2s\sqrt{1-\omega^2}\,\sqrt{z^2+1}$. Hence

$$y=\frac{\sqrt{1-\omega^2}}{1-\omega}\left(z+\sqrt{z^2+1}\right)
=\sqrt{\frac{1+\omega}{1-\omega}}\;e^{\operatorname{arsinh}z}.$$

Since $\tfrac12\ln[(1+\omega)/(1-\omega)]=\operatorname{artanh}\omega$, taking $\mu=\mu_0+kT\ln y$ gives

$$\boxed{\;\mu=-\frac{I+A}{2}+\frac{kT}{2}\ln\frac{g_+}{g_-}+kT\left[\operatorname{artanh}\omega+\operatorname{arsinh}\frac{\omega}{2s\sqrt{1-\omega^2}}\right]\;} \tag{4}$$

with $\omega=\langle N\rangle-N_0$. The neutral's degeneracy has cancelled from the second term, but it remains in $s$.

### Neutrality first, then $T\to0$

At $\omega=0$ both functions in the bracket vanish, leaving

$$\mu(\omega=0,T)=-\frac{I+A}{2}+\frac{kT}{2}\ln\frac{g_+}{g_-}\;\xrightarrow{T\to0}\;-\frac{I+A}{2}. \tag{5}$$

This is the required limit, and $\chi=-\mu$ tends to the Mulliken electronegativity $(I+A)/2$.

The average arises because neutrality demands equal numbers of cations and anions, however few there are. Their populations are controlled by the distances of $\mu$ from $-I$ and from $-A$. Apart from degeneracies, equal populations require equal distances, which puts $\mu$ at the midpoint.

The degeneracies contribute a shift linear in $T$. If $g_+>g_-$, the cation is statistically favoured, and $\mu$ must rise to restore the balance. If $g_+=g_-$, the shift is zero and $\mu=-(I+A)/2$ at every temperature within this model.

### Fixed $\omega\neq0$, then $T\to0$

For $I>A$, $s$ vanishes exponentially on cooling, so $|z|\to\infty$ at any fixed nonzero $\omega$. For $\omega>0$ use $\operatorname{arsinh}z\simeq\ln(2z)$:

$$kT\ln(2z)=kT\left[\ln\omega-\tfrac12\ln(1-\omega^2)-\ln s\right],$$

$$-kT\ln s=\frac{I-A}{2}-\frac{kT}{2}\ln(\gamma_a\gamma_c).$$

Put these into (4). The energies add to $-(I+A)/2+(I-A)/2=-A$. The degeneracy terms add to $-kT\ln\gamma_a$. The terms in $\omega$ add to $kT[\ln\omega-\ln(1-\omega)]$. Thus

$$\mu\simeq-A+kT\ln\frac{\omega}{(1-\omega)\gamma_a}\qquad(\omega>0). \tag{6}$$

For $\omega<0$, $\operatorname{arsinh}z\simeq-\ln(2|z|)$, which reverses the sign of those contributions. The energies now add to $-(I+A)/2-(I-A)/2=-I$, the degeneracy terms to $kT\ln\gamma_c$, and

$$\mu\simeq-I+kT\ln\frac{(1+\omega)\gamma_c}{|\omega|}\qquad(\omega<0). \tag{7}$$

These are the limits you found. At low temperature a positive $\omega$ is a mixture of neutrals and anions, and changing $\omega$ converts one into the other at energy $-A$ per electron. A negative $\omega$ is a mixture of neutrals and cations, with $-I$ in the same role. At $T=0$, $\mu$ therefore jumps from $-I$ to $-A$ at the integer. The neutral ensemble approaches the midpoint of that jump.

### How narrow the neutral point is

The slope follows from (1). With $da/d\mu=a/kT$ and $dc/d\mu=-c/kT$,

$$\frac{d\omega}{d\mu}=\frac{1}{kT}\left[\frac{a+c}{1+a+c}-\left(\frac{a-c}{1+a+c}\right)^2\right]
=\frac{\langle n^2\rangle-\langle n\rangle^2}{kT}.$$

At neutrality $a=c=s$, so

$$\left.\frac{d\mu}{d\omega}\right|_{\omega=0}=kT\,\frac{1+2s}{2s}. \tag{8}$$

For $I>A$ this diverges on cooling: the jump at $T=0$ is a very steep, smooth rise at finite $T$.

For $|\omega|\ll1$ and $s\ll1$, equation (4) reduces to $\mu-\mu_0\simeq kT\operatorname{arsinh}(\omega/2s)$. So $\mu$ stays within about $kT$ of $\mu_0$ only for $|\omega|\lesssim 2s$, which is the width of the neutral regime. For $2s\ll|\omega|\ll1$ this becomes $\mu-\mu_0\simeq\pm kT\ln(|\omega|/s)$, so the climb toward $-A$ or descent toward $-I$ is logarithmic in $|\omega|$. It spans roughly $\log_{10}(1/2s)$ decades: in the example below, between one and two at 10000 K, about six at 3000 K and more than sixty at 300 K. A given small excess leaves the neutral regime near the temperature at which $|\omega|=2s$. Solving this with (3),

$$kT^*=\frac{I-A}{2\ln\!\left(2\sqrt{\gamma_a\gamma_c}/|\omega|\right)}. \tag{9}$$

The excess need not be strictly zero for the midpoint to be reached. If $\omega$ shrinks on cooling so that $\omega/2s$ stays bounded, then $kT\operatorname{arsinh}(\omega/2s)\to0$ and the limit is still $-(I+A)/2$. A fixed excess, however small, does not meet this condition.

### A numerical example

Take model values $I=10$ eV and $A=2$ eV, with a triplet cation, a doublet neutral and a singlet anion: $g_+=3$, $g_0=2$, $g_-=1$. Then $\gamma_c=1.5$, $\gamma_a=0.5$, and the expected limit is

$$-\frac{10+2}{2}\ \text{eV}=-6\ \text{eV}=-0.2205\ \text{hartree}.$$

At $T=10000$ K, $kT=0.8617$ eV, and

$$s=\sqrt{1.5\times0.5}\;e^{-8/(2\times0.8617)}=8.35\times10^{-3}.$$

The shift at neutrality is $\tfrac12(0.8617\ \text{eV})\ln3=0.4734$ eV, so $\mu=-5.5266$ eV. The neutral population is $1/(1+2s)=0.9836$.

For $\omega=0.1$ at the same temperature, $z=0.1/(2\times0.008349\times\sqrt{0.99})\approx6.019$. Then $\operatorname{arsinh}z\approx2.4949$ and $\operatorname{artanh}0.1\approx0.1003$, giving

$$\mu\approx-5.5266+0.8617\,(0.1003+2.4949)\approx-3.290\ \text{eV}.$$

The following values of $\mu$, in eV, show both orders of the limits:

| $T$ (K) | $\omega=-0.1$ | $\omega=0$ | $\omega=10^{-6}$ | $\omega=0.1$ |
|---:|---:|---:|---:|---:|
| 10000 | −7.763 | −5.527 | −5.527 | −3.290 |
| 3000 | −9.327 | −5.858 | −5.386 | −2.389 |
| 1000 | −9.776 | −5.953 | −3.131 | −2.130 |
| 300 | −9.933 | −5.986 | −2.339 | −2.039 |

The neutral column approaches $-6$ eV linearly in $T$. The outer columns approach $-10$ and $-2$ eV.

The column for $\omega=10^{-6}$ changes from one behaviour to the other. At 10000 K, $2s\approx0.017$ is far larger than $\omega$, and the value agrees with the neutral one to the digits shown. At 300 K, $s\approx5.5\times10^{-68}$, and (6) applies:

$$\mu\simeq-2+0.02585\ln\frac{10^{-6}}{0.5}\approx-2.339\ \text{eV}.$$

The remaining distance from $-A$ is the logarithmic term, which vanishes with $T$. Equation (9) places the crossover at

$$kT^*=\frac{8\ \text{eV}}{2\ln(1.732\times10^6)}\approx0.278\ \text{eV},\qquad T^*\approx3231\ \text{K}.$$

There $\mu$ lies $0.881\,kT^*$ above its neutral value, as expected from $\operatorname{arsinh}1=0.881$.

The slope (8) rises from about 52 eV at 10000 K to $2.3\times10^{65}$ eV at 300 K. At room temperature this model therefore has no practically resolvable neutral region in $\omega$, although $\mu$ at $\omega=0$ remains well defined. The numerical check checks (4) against a direct sum over microstates and against the derivative of a numerically minimized free energy.

### What the result depends on

**The condition $I>A$.** Equation (5) does not need it, but the physical picture does. If $I<A$, $s$ grows without bound on cooling. The neutral population $1/(1+2s)$ at $\omega=0$ then tends to zero, and the ensemble becomes an equal mixture of cations and anions. For any fixed $\omega$ between $-1$ and $1$, $z\to0$, so (4) gives $\mu\to-(I+A)/2$ throughout the interval. The jump at the integer is gone. Exchanging the two energies in the example, so that $I=2$ eV and $A=10$ eV, gives $\mu=-5.986$ eV at 300 K and $\omega=0$, with a neutral population of only $3.7\times10^{-68}$.

**Excited states.** Suppose a charge state has further levels at energies $\varepsilon_j$ above its ground level. Its weight then contains $\sum_j g_j e^{-\varepsilon_j/kT}$ in place of a single degeneracy. This sum does not depend on $\mu$, so the algebra is unchanged if each $g$ is replaced by the corresponding sum. For a finite set of levels with a gap above the ground level, the sums tend to the ground-level degeneracies as $T\to0$, and the limit (5) survives. The finite-temperature shift does change, so the 10000 K values above describe the three-level model and should not be read as predictions for a real atom.

**The mean charge.** For $I>A$, the value $-(I+A)/2$ belongs to an ensemble whose mean charge is zero, or shrinks on cooling fast enough that $kT\operatorname{arsinh}(\omega/2s)\to0$. A bounded $\omega/s$ is enough for this, and so is an $\omega/s$ that grows only as a power of $1/T$. If your calculation holds a fixed fractional charge while cooling, $-A$ or $-I$ is the correct answer in the three-state model with $I>A$. If doubly charged states are added, $I>A$ alone is not enough: the second ionization energy must also exceed $I$, and the second electron affinity must lie below $A$. In the example, a dianion with a second affinity of 3 eV moves the limit for $\omega=0.1$ from $-2$ eV to $-2.5$ eV.

## Computed values

```
I = 10.0 eV, A = 2.0 eV, I-A = 8.0 eV
degeneracies cation, neutral, anion = (3, 2, 1)
gamma_c = 1.50, gamma_a = 0.50
k_B = 8.617333e-05 eV/K
-(I+A)/2 = -6.0000 eV = -0.22050 hartree
At neutrality (w = 0):
T = 300 K: kT = 0.025852 eV, s = 5.5016e-68
  mu = -5.985799 eV, shift = 0.014201 eV
  neutral population = 1.000000, dmu/dw = 2.3495e+65 eV
T = 1000 K: kT = 0.086173 eV, s = 6.0037e-21
  mu = -5.952664 eV, shift = 0.047336 eV
  neutral population = 1.000000, dmu/dw = 7.1767e+18 eV
T = 3000 K: kT = 0.258520 eV, s = 1.6513e-07
  mu = -5.857993 eV, shift = 0.142007 eV
  neutral population = 1.000000, dmu/dw = 7.8278e+05 eV
T = 10000 K: kT = 0.861733 eV, s = 8.3487e-03
  mu = -5.526645 eV, shift = 0.473355 eV
  neutral population = 0.983577, dmu/dw = 5.2471e+01 eV
T = 100 K: mu = -5.995266 eV
equal ion degeneracies, 10000 K: mu = -6.000000 eV
mu in eV; columns w = -0.5, -0.1, 0, 1e-06, 0.1, 0.5
T =    300 K:   -9.9895   -9.9327   -5.9858   -2.3392   -2.0389   -1.9821
T =   1000 K:   -9.9651   -9.7757   -5.9527   -3.1308   -2.1296   -1.9403
T =   3000 K:   -9.8952   -9.3272   -5.8580   -5.3856   -2.3888   -1.8208
T =  10000 K:   -9.6508   -7.7631   -5.5266   -5.5266   -3.2902   -1.4025
low-T forms at 1000 K: w=0.1 -2.1296, w=-0.1 -9.7757 eV
T = 10 K: w=0.1 -2.0013, w=-0.1 -9.9978 eV
crossover for w = 1e-6: T* = 3231.4 K, mu = -5.6016 eV
  (mu - mu at w=0)/kT* = 0.8814
I and A exchanged, 300 K, w=0: mu = -5.9858 eV
  neutral population = 3.67e-68
I and A exchanged, 10 K, w=0.3: mu = -5.9993 eV
largest formula - microstate difference = 6.4e-14 eV
largest formula - dF/dN difference = 2.7e-08 eV
```
